# Why an anisotropic cubic (111) film is not transversely isotropic

## Question

I am modelling a single-crystal cubic film with a (111) surface, bonded to a thick substrate. The in-plane Young's modulus comes out the same in every direction, although the crystal is clearly anisotropic. I therefore treated the film as transversely isotropic about its normal.

The substrate is bent, so the two principal in-plane strains differ. My transversely isotropic model gives a change of thickness and nothing else out of the plane. A calculation with the full cubic stiffness tensor also gives a shear between the film normal and an in-plane direction, although the top face is free. Is that shear real? If so, how can the in-plane modulus be isotropic?

## Answer

The shear is real. The in-plane Young's modulus of this film is the same in every direction whether or not the coupling that produces the shear is present. The coupling changes its value, but a constant modulus cannot rule the coupling out.

I assume linear elasticity, small strains, a homogeneous crystal, a free top face, and in-plane strains imposed by the substrate that are uniform over the film. The region considered is far from any edge. The formulas hold in any consistent units, atomic units included.

### The stiffness in film axes

Take

$$
\mathbf e_1=\frac{[1,-1,0]}{\sqrt2},\quad
\mathbf e_2=\frac{[1,1,-2]}{\sqrt6},\quad
\mathbf e_3=\frac{[1,1,1]}{\sqrt3},
$$

and let $a_{in}$ be the component of $\mathbf e_i$ along cube axis $n$. The cubic stiffness is

$$
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+D\sum_n a_{in}a_{jn}a_{kn}a_{ln},
$$

with $D=C_{11}-C_{12}-2C_{44}$. To verify this, use the cube axes, where $a_{in}=\delta_{in}$. The last sum is then 1 if all four indices agree and 0 otherwise, so the three independent components are $C_{12}+2C_{44}+D=C_{11}$, $C_{12}$ and $C_{44}$, as required. Since the expression is a tensor, it holds in the film axes too.

Two of the sums are

$$
\sum_n a_{1n}^2a_{2n}a_{3n}=2\cdot\frac12\cdot\frac1{\sqrt{18}}=\frac1{3\sqrt2},
\qquad
\sum_n a_{2n}^3a_{3n}=\frac{1+1-8}{6\sqrt{18}}=-\frac1{3\sqrt2}.
$$

From here on, $C_{ijkl}$ with four indices refers to film axes and $C_{11},C_{12},C_{44}$ to cube axes. The sums give

$$
C_{1123}=C_{1213}=-C_{2223}=\kappa,\qquad \kappa=\frac{D}{3\sqrt2}.
$$

The other components needed follow in the same way:

$$
\begin{aligned}
C_{1313}&=C_{2323}=\mu=C_{44}+D/3,\\
C_{1133}&=C_{2233}=P=C_{12}+D/3,\qquad C_{3333}=P+2C_{44},\\
C_{1111}&=C_{2222}=C_{12}+2C_{44}+D/2,\\
C_{1122}&=C_{12}+D/6,\qquad C_{1212}=C_{44}+D/6.
\end{aligned}
$$

The remaining components, such as $C_{1113}$, $C_{1223}$ and $C_{2333}$, vanish because their sums cancel.

Transverse isotropy would require $\kappa=0$. That means $D=0$, in which case the crystal is fully isotropic.

### Why the in-plane modulus misses this

Rotate the in-plane axes by an angle $\varphi$. A component with four in-plane indices can vary only with the angular harmonics 0, 2 and 4. The threefold axis permits only multiples of 3, so the constant term alone survives. This applies equally to the compliance, and hence to the in-plane Young's modulus.

A component with three in-plane indices and one normal index contains harmonics 1 and 3. Harmonic 3 is allowed by the threefold axis, and $\kappa$ is its amplitude.

### The shear under a free surface

The bonded film can add displacements that depend only on height $z$. Their gradients are $\gamma_{13}=2\varepsilon_{13}$, $\gamma_{23}=2\varepsilon_{23}$ and $\varepsilon_{33}$. With lateral uniformity, equilibrium reads $\partial\sigma_{i3}/\partial z=0$. Since $\sigma_{i3}=0$ at the top, it vanishes at every height:

$$
\begin{aligned}
0=\sigma_{13}&=2\kappa\varepsilon_{12}+\mu\gamma_{13},\\
0=\sigma_{23}&=\kappa(\varepsilon_{11}-\varepsilon_{22})+\mu\gamma_{23},\\
0=\sigma_{33}&=P(\varepsilon_{11}+\varepsilon_{22})+(P+2C_{44})\varepsilon_{33}.
\end{aligned}
$$

A free surface thus removes the shear *stress*. Because $\kappa\ne0$, it does so by means of a shear *strain*.

Let the principal strains be $\varepsilon_I$ and $\varepsilon_{II}$, with $\varepsilon_I$ at angle $\theta$ from $\mathbf e_1$, and let $\Delta=\varepsilon_I-\varepsilon_{II}$. Then $\varepsilon_{11}-\varepsilon_{22}=\Delta\cos2\theta$ and $2\varepsilon_{12}=\Delta\sin2\theta$, so

$$
(\gamma_{13},\gamma_{23})=g\Delta(\sin2\theta,\cos2\theta),\qquad g=-\frac{\kappa}{\mu}.
$$

Define $C'=(C_{11}-C_{12})/2$ and $A=C_{44}/C'$. Then $D=2(C'-C_{44})$ and $\mu=(C_{44}+2C')/3$, which gives

$$
g=\frac{\sqrt2\,(C_{44}-C')}{C_{44}+2C'}=\sqrt2\,\frac{A-1}{A+2}.
$$

The magnitude $|g\Delta|$ does not depend on $\theta$, but the direction does. Exchanging the two principal directions, $\theta\to\theta+90^\circ$, reverses the shear. Turning the strain by $120^\circ$ turns the shear by $120^\circ$ as well, as the threefold axis demands.

The shear vanishes for equal biaxial strain ($\Delta=0$) and for an isotropic crystal ($A=1$). Mechanical stability requires $C'>0$ and $C_{44}>0$, so $-1/\sqrt2<g<\sqrt2$. The lower limit is approached as $A\to0$, the upper as $A\to\infty$.

Geometrically, the (111) planes stay parallel to the local film surface, because the displacements added by the film depend only on height. On a bent substrate, planes and surface tilt together from place to place. The [111] atomic row leans away from their normal by $|g\Delta|$ radians, to first order in strain.

### The in-plane response is still isotropic

Insert the relaxed shears into the in-plane stresses. The contributions from $\varepsilon_{33}$ cancel in the difference:

$$
\begin{aligned}
\sigma_{11}-\sigma_{22}&=(C_{1111}-C_{1122})(\varepsilon_{11}-\varepsilon_{22})+2\kappa\gamma_{23}
=2G(\varepsilon_{11}-\varepsilon_{22}),\\
\sigma_{12}&=2C_{1212}\varepsilon_{12}+\kappa\gamma_{13}=2G\varepsilon_{12}.
\end{aligned}
$$

Both lines contain the same modulus, because $C_{1111}-C_{1122}=2C_{1212}$:

$$
G=C_{44}+\frac D6-\frac{\kappa^2}{\mu}
=\frac{C_{44}(C_{44}+D/2)}{C_{44}+D/3}
=\frac{3C_{44}C'}{C_{44}+2C'}.
$$

The middle form follows by putting everything over $\mu$, where the $D^2/18$ terms cancel. The last uses $C_{44}+D/2=C'$.

For the sum of the stresses, $\kappa$ cancels, and $\sigma_{11}+\sigma_{22}=M(\varepsilon_{11}+\varepsilon_{22})$ with

$$
M=2P+2C_{44}-\frac{2P^2}{P+2C_{44}}
=\frac{2C_{44}(3P+2C_{44})}{P+2C_{44}}
=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.
$$

The last step uses $3P=C_{11}+2C_{12}-2C_{44}$.

Now apply a uniaxial in-plane stress $\sigma$. The strains along and across it have sum $\sigma/M$ and difference $\sigma/(2G)$. Half the total of these two is the axial strain, so

$$
\frac1E=\frac1{2M}+\frac1{4G},
$$

independent of direction. The same pull produces a shear $g\sigma/(2G)$, which a measurement of axial strain alone does not record.

### A numerical case

I use rough constants close to those of copper: $C_{11}=170$, $C_{12}=120$ and $C_{44}=75$ GPa. The effect depends strongly on the metal: aluminium, with $A\approx1.2$, has $g$ of only about 0.1. The film is 500 nm thick, with chosen strains $\varepsilon_I=0.10\,\%$ along $\mathbf e_1$ and $\varepsilon_{II}=0.04\,\%$. Then $C'=25$ GPa, $A=3$, $D=-100$ GPa, and

$$
\kappa=-23.6\ \text{GPa},\quad \mu=41.7\ \text{GPa},\quad g=\sqrt2\cdot\frac25=0.566.
$$

The shear is $0.566\times6.0\times10^{-4}=3.4\times10^{-4}$, a lean of $0.019^\circ$. Relative to the interface, the top face moves sideways by $3.4\times10^{-4}\times500\ \text{nm}=0.17$ nm, or 1.7 Å. It moves along $+\mathbf e_2$; with the two principal directions exchanged, it would move along $-\mathbf e_2$.

The moduli are $M=6\cdot75\cdot410/710=260$ GPa and $G=3\cdot75\cdot25/125=45$ GPa. The principal stresses are therefore

$$
\sigma_{I,II}=M\,\frac{\varepsilon_I+\varepsilon_{II}}2\pm G\Delta
=182\pm27\ \text{MPa},
$$

that is, 209 and 155 MPa. The larger is $1.3\times10^{-3}$ eV/Å$^3$.

The in-plane Young's modulus is 134 GPa in every direction. For directions tilted $45^\circ$ from the normal, I inverted the stiffness numerically and scanned the azimuth in $5^\circ$ steps: the modulus ranges from 75 to 141 GPa. A transversely isotropic film would show no such variation. In a uniaxial in-plane pull, the out-of-plane shear is $gE/(2G)=0.84$ times the axial strain, so it is not a small correction here.

### What your simplified model gets wrong

Suppose you set the shear to zero but let the thickness relax. The in-plane shear modulus becomes $C_{44}+D/6=58.3$ GPa instead of 45 GPa. The stress difference $2G\Delta$ rises from 54 to 70 MPa, an error of 30 % relative to the relaxed value. The mean stress is unchanged.

An unbalanced traction $|\kappa\Delta|=14$ MPa also remains on the top face. For $\theta=0$, the part of the energy density that depends on shear is $\kappa\Delta\gamma_{23}+\mu\gamma_{23}^2/2$, whose minimum is $-\kappa^2\Delta^2/(2\mu)$. Blocking the shear therefore costs $\kappa^2\Delta^2/(2\mu)$, which over the film thickness is 0.0075 eV/nm$^2$.

If you fit $M$ and $G$ to the relaxed film instead, a transversely isotropic model can reproduce the in-plane stresses. It still predicts no shear strain.

### Real films

Interconnect metal is usually polycrystalline, so the single-crystal assumption needs checking. A twin rotated by $180^\circ$ about [111] has the opposite $\kappa$, since three in-plane indices change sign, and so it shears the opposite way. Twinned columnar grains side by side hinder each other noticeably if their width is comparable with the film thickness; much wider grains shear almost freely away from their boundaries. For long twin lamellae much narrower than the film thickness, the orientation of the walls decides: the shear is almost fully blocked if it runs along the walls and almost free if it runs across them. Complete suppression of the shear gives the 30 % above as an upper bound on the increase in the stress difference averaged over the grains; locally, next to a wall, it can be slightly exceeded.

Other influences, estimated for these inputs:

- **Elastic constants:** changing $C_{12}$ by $\mp5$ GPa, with the others fixed, moves $g$ to 0.52 or 0.62.
- **Temperature:** an assumed softening of 0.04 % per kelvin lowers the stresses by 4 % over 100 K at fixed strain. If all constants soften in proportion, $g$ is unchanged. The strain itself also changes, because film and substrate expand differently. For an assumed difference of $14\times10^{-6}$ per kelvin, roughly copper on silicon, 100 K changes the equal biaxial strain by 0.14 %, or the stress by about 360 MPa by the elastic formula: tension on cooling, compression on heating. On an exact (111) surface this adds no out-of-plane shear. On cooling, however, it adds to the tension in the example and exceeds the slip criterion below; on heating it opposes that tension.
- **Nonlinearity:** an assumed third- to second-order stiffness ratio of 10 suggests a correction of about 1 % at 0.1 % strain.
- **Miscut:** if the surface is tilted by 1° from (111), the full tensor gives a shear of up to $0.7\times10^{-4}$ for an equal biaxial strain of 0.14 %. The shear in the example changes by up to about 11 %, depending on the directions of tilt and strain, and the in-plane Young's modulus varies between 130 and 138 GPa. These changes grow roughly in proportion to the miscut.
- **Edges:** if the substrate holds its strain right up to the film edge, the disturbance fades over several film thicknesses. For a strip 100 µm wide, each thickness counted at both edges takes 1 % of the width, so a few per cent is affected. A real substrate deforms elastically near the edge, which adds a slowly decaying tail: on a substrate about as stiff as silicon, at ten thicknesses from the edge the stress normal to the edge is still off by about 9 % and the shear by about 7 to 17 %, depending on the edge direction. Even at the centre of the strip the shear is off by 2 to 3 %. On a much softer substrate the deviations are far larger. Lines about as wide as they are thick are outside this model.

Slip also sets a limit. The largest shear stress resolved on the $\{111\}\langle110\rangle$ systems is 64 MPa. An equibiaxial flow stress of 300 MPa, more typical of polycrystalline or capped copper films, would give 82 MPa, and on that criterion the example would remain elastic, without a wide margin. A single-crystal film with a free top face can be much softer: the Nix dislocation-channelling estimate for 500 nm of copper on silicon is only about 100 MPa equibiaxial, or about 27 MPa resolved, which the example exceeds. The numbers above are therefore the elastic response. A real film of this kind may slip at these strains, and the linear results then apply only to smaller strains or thinner films. Residual or thermal stress must be added before making this check.

For your bent substrate, keep the full cubic tensor if you need lattice tilt or shear strain. If you need only the in-plane elastic stresses of a single-crystal film with a free top face that lies within about a degree of (111), far from its edges, the isotropic plate law with the relaxed $M$ and $G$ is sufficient as long as the film does not slip. In the example, a 1° miscut changes each in-plane stress component by up to about 3 MPa, but the stress difference by up to about 9 %.
